# Comment: does quantum nuclear motion always speed hydrogen diffusion?

## The argument under review

The argument concerns a hydrogen atom hopping between equivalent sites in a dense film. It runs as follows. "A classical atom must climb the full barrier $V_0$. A quantum atom can also tunnel through it, and its zero-point energy lifts it part of the way up before it starts. Both effects help. A classical rate is therefore a lower bound, and the bound is worst for the lightest isotope and at the lowest temperature."

The two effects named are real. The question is whether they are all the effects there are. The argument treats the hop as motion along a line, whereas the atom moves in three dimensions and keeps two vibrations across the path while it passes the saddle. The comparison needs to be made with those included.

## What is to be compared

Let $k$ be the rate of hops in one direction out of a well, and define

$$\Gamma=\frac{k_{\rm quantum}}{k_{\rm classical}},$$

both rates being taken for the same potential, mass and temperature. The bound asserts $\Gamma\ge1$.

I assume one atom on one Born–Oppenheimer surface in a rigid lattice, with thermal equilibrium restored in each well between hops. Hartree atomic units are used, so $\hbar=1$ and a frequency is also an energy quantum; $\beta=1/k_BT$. The well has three frequencies $\omega_i$. The saddle has two real transverse frequencies $\Omega_j$ and one unstable direction, with potential $-\tfrac12m\omega_b^2x^2$.

An incoming channel has $dp/2\pi$ states per unit length, each moving at speed $dE/dp$. Its flux per energy interval is thus $dE/2\pi$. Weighting by the Boltzmann factor and by the transmission summed over channels, $N(E)$, and dividing by the partition function $Q$ of the well gives

$$k=\frac{1}{2\pi Q}\int N(E)\,e^{-\beta E}\,dE .\qquad(1)$$

Near a harmonic saddle the motions separate. If $\epsilon_n$ are the transverse levels and $P(\varepsilon)$ is the transmission of the inverted parabola at energy $\varepsilon$ from its top, then $N(E)=\sum_nP(E-V_0-\epsilon_n)$. Shifting the integration variable in each term gives

$$k=\frac{Q_\perp}{2\pi\beta Q}\,e^{-\beta V_0}\,\kappa,\qquad \kappa=\beta\int P(\varepsilon)e^{-\beta\varepsilon}d\varepsilon,\qquad(2)$$

with $Q_\perp=\sum_ne^{-\beta\epsilon_n}$. A classical atom has $P=0$ below the top and $P=1$ above it, hence $\kappa=1$.

## The tunnelling factor

For the parabola, put $q=\sqrt{m\omega_b}\,x$ and $\pi=p/\sqrt{m\omega_b}$, so that $H=\tfrac12\omega_b(\pi^2-q^2)$. With $u=(\pi+q)/\sqrt2$ and $v=(\pi-q)/\sqrt2$ one finds $[u,v]=i$ and $H=\tfrac12\omega_b(uv+vu)$. Thus $u$ and $v$ are related like position and momentum. Classically $u$ grows as $e^{\omega_bt}$ and $v$ decays as $e^{-\omega_bt}$. The sign of $v$ therefore tells from which side the atom came ($v>0$: from the left), and the sign of $u$ tells to which side it leaves.

In the $v$ representation $u=i\,d/dv$, and $H\phi=\varepsilon\phi$ becomes $i\omega_b(v\phi'+\tfrac12\phi)=\varepsilon\phi$. An atom arriving from the left has the solution $\phi=v^{-1/2-ie}$ for $v>0$ and zero otherwise, with $e=\varepsilon/\omega_b$. Its Fourier transform is

$$\int_0^\infty e^{iuv}v^{-1/2-ie}dv=\Gamma_{\rm E}(\tfrac12-ie)\,(-iu)^{-1/2+ie},$$

where $\Gamma_{\rm E}$ is Euler's function. Since $-i=e^{-i\pi/2}$, with $\pi$ again the number, the squared modulus is proportional to $e^{\pi e}/|u|$ for $u>0$ and to $e^{-\pi e}/|u|$ for $u<0$. The share that leaves to the right is

$$P=\frac{e^{\pi e}}{e^{\pi e}+e^{-\pi e}}=\frac1{1+e^{-2\pi\varepsilon/\omega_b}} .$$

Now set $y=2\pi\varepsilon/\omega_b$ and $s=\beta\omega_b/2\pi$. Then $\kappa=sI$ with $I=\int_{-\infty}^{\infty}e^{-sy}/(1+e^{-y})\,dy$, which converges for $0<s<1$. Shifting the contour up by $2\pi i$ multiplies the integrand by $e^{-2\pi is}$ and encloses the pole at $y=i\pi$, whose residue is $e^{-i\pi s}$. Hence $(1-e^{-2\pi is})I=2\pi i\,e^{-i\pi s}$, so $I=\pi/\sin\pi s$ and

$$\kappa=\frac{a_b}{\sin a_b},\qquad a_b=\frac{\beta\omega_b}{2}.\qquad(3)$$

This exceeds one: tunnelling gains more flux below the top than reflection loses above it. The condition $s<1$ means $T>T_c=\omega_b/(2\pi k_B)$. The divergence at $T_c$ comes from extending the parabola without limit to energies below the top, whereas the energies of a real barrier end at the bottom of the well.

## The factors the argument leaves out

A quantum oscillator has the partition function $\sum_ne^{-\beta\omega(n+1/2)}=1/(2\sinh a)$ with $a=\beta\omega/2$. The classical phase-space integral gives $1/(\beta\omega)=1/(2a)$. The quantum value is therefore the classical one divided by

$$s(a)=\frac{\sinh a}{a}.$$

With classical partition functions and $\kappa=1$, equation (2) becomes

$$k_{\rm cl}=\frac1{2\pi}\frac{\omega_1\omega_2\omega_3}{\Omega_1\Omega_2}\,e^{-\beta V_0}.$$

Taking the ratio, and remembering that the well stands in the denominator of (2), we obtain

$$\Gamma=\frac{a_b}{\sin a_b}\;\frac{\prod_{i=1}^3s(\beta\omega_i/2)}{\prod_{j=1}^2s(\beta\Omega_j/2)}.\qquad(4)$$

The first factor is the tunnelling of the argument, and the numerator is its zero-point lift. The denominator is missing from the argument. Since $d\ln s/da=\coth a-1/a>0$, a stiffer transverse mode at the saddle lowers $\Gamma$, and nothing in (4) keeps $\Gamma$ above one.

In strictly one-dimensional motion the denominator is absent, and within the harmonic formula the argument is then right. Its fault is the step from the line to the crystal. A hydrogen atom squeezed between neighbours at the saddle must pay for its confinement there, just as it is credited for its confinement in the well.

## High temperature: a test with Laplacians

For small $a$, $\sinh a/a=1+a^2/6+\dots$ and $a/\sin a=1+a^2/6+\dots$. The logarithm of (4) is then, to leading order,

$$\ln\Gamma\simeq\frac{\beta^2}{24}\Big[\sum_i\omega_i^2+\omega_b^2-\sum_j\Omega_j^2\Big].$$

The sum of the curvatures at a point is the Laplacian of $V$. In the well it is $m\sum_i\omega_i^2$; at the saddle it is $m(\sum_j\Omega_j^2-\omega_b^2)$, the unstable direction counting negatively. Therefore

$$\ln\Gamma\simeq\frac{\beta^2}{24m}\big[\nabla^2V_{\rm well}-\nabla^2V_{\rm saddle}\big].\qquad(5)$$

Tunnelling and zero-point motion enter here on one footing, as curvatures of opposite sign. In this limit quantum motion slows the hop when the Laplacian is larger at the saddle than in the well.

## Low temperature: the zero-point barrier

When $a\gg1$, $s(a)\simeq e^a/2a$. If this holds for all the real modes, their exponentials combine with $e^{-\beta V_0}$ into a Boltzmann factor for the zero-point corrected barrier,

$$V_{\rm zp}=V_0+\tfrac12\sum_j\Omega_j-\tfrac12\sum_i\omega_i .$$

The factors $1/2a$ do not cancel. For one stiffening mode the ratio $s(\beta\omega/2)/s(\beta\Omega/2)$ tends to $(\Omega/\omega)e^{-\beta(\Omega-\omega)/2}$. The prefactor exceeds one because the classical rate has already been charged for the narrow saddle through $\omega/\Omega$. Replacing $V_0$ by $V_{\rm zp}$ in a classical rate charges for the narrowness twice. The third mode of the well has no partner at the saddle and leaves a factor $1/(\beta\omega)$, which works the other way and shrinks on cooling, so the total prefactor can lie on either side of one.

## A worked case

Take a model potential with round parameters,

$$V=V_0c+\tfrac12\big[K_w+(K_s-K_w)c\big](y^2+z^2),\qquad c=\cos^2\frac{\pi x}{d}.$$

The saddle is at $x=0$ and the wells are at $x=\pm d/2$. I choose $V_0=0.0200$ hartree and $d=6.0$ bohr. The force constants give hydrogen a transverse quantum of $0.0030$ hartree in the well and $0.0065$ hartree at the saddle, each for two equal modes. Along the path, $c\simeq1-(\pi x/d)^2$ near the saddle, and the same expansion with opposite sign holds near a well. The curvature is $\mp2V_0\pi^2/d^2$, and both places have the quantum

$$\omega_b=\frac{\pi}{d}\sqrt{\frac{2V_0}{m}}=0.00244\ \text{hartree},$$

so that $T_c=123$ K.

At 300 K, $k_BT=0.00095$ hartree. The three parts of (4) are then $1.340$ for tunnelling, $1.299$ for the path vibration in the well and $0.1083$ for the transverse modes:

$$\Gamma=1.340\times1.299\times0.1083=0.189 .$$

The first two factors are the argument's case for motion along the path, and together they give a gain of 1.74. The transverse modes take back a factor of nine. The harmonic quantum rate is less than a fifth of the classical one.

The zero-point shift of the barrier is

$$0.0065-0.0030-\tfrac12(0.00244)=0.00228\ \text{hartree},$$

the two equal transverse modes having cancelled the factor one half. Its Boltzmann factor is $0.091$, about half of $\Gamma$. Tunnelling supplies a factor 1.34 of the difference. The remaining factor, about 1.55, is the product of $(0.0065/0.0030)^2=4.69$ from the two stiffening modes, $1/(\beta\omega_b)=0.389$ from the unpaired path mode in the well, and $0.85$ from the thermal excitation of the modes.

The Laplacians are $0.0440$ hartree/bohr² in the well and $0.1443$ at the saddle. At 5000 K, equation (5) gives $\ln\Gamma=-0.00907$ and equation (4) gives $-0.00905$. The barrier is then only about $1.3\,k_BT$ high, so this comparison checks the expansion of (4) and does not predict the hopping rate at that temperature.

A control isolates the cause. If the saddle's transverse quantum is set equal to the well's, $0.0030$ hartree, and nothing else is changed, the transverse factor becomes one and $\Gamma=1.74$. The argument's conclusion returns when the modes it ignores do not change.

Between the two cases lies a critical saddle quantum. In the high-temperature limit the bracket before (5) vanishes when $2\Omega^2=2\omega_t^2+2\omega_b^2$, where $\omega_t$ is the transverse quantum in the well:

$$\Omega=\sqrt{0.0030^2+0.00244^2}=0.00387\ \text{hartree}.$$

At 300 K the harmonic formula puts it at $0.00403$ hartree. Within the harmonic formula, a saddle quantum between these values gives slowing in the high-temperature limit and speeding at 300 K, so even the sign of $\ln\Gamma$ can depend on temperature there.

## Does the result survive without the harmonic approximation?

A defender of the argument could object that (4) treats tunnelling through a parabola, separately from the transverse motion, and may underrate it. This can be settled by evaluating (1) for the full three-dimensional potential, with $N(E)$ computed from one well bottom to the next and $Q$ from the levels of one cell. For this count the potential is continued unchanged in $x$ beyond each well bottom, which expresses the assumption that an atom reaching a well is thermalised there.

The classical reference must use the same potential. The mean one-way thermal velocity factor is $\sqrt{k_BT/2\pi m}$, and the integral over $y$ and $z$ at fixed $x$ gives $2\pi k_BT/K(x)$, with $K(x)=K_w+(K_s-K_w)c$. Flux through the saddle plane divided by population gives

$$k_{\rm cl}=\sqrt{\frac{k_BT}{2\pi m}}\;\frac{e^{-\beta V_0}/K_s}{\int_{-d/2}^{d/2}e^{-\beta V_0c}/K(x)\,dx}.$$

This counts crossings, and it equals the hop rate if no atom turns back. The force along the path is

$$-\frac{\partial V}{\partial x}=\frac{\pi}{d}\sin\frac{2\pi x}{d}\,\Big[V_0+\tfrac12(K_s-K_w)(y^2+z^2)\Big].$$

For $K_s\ge K_w$ it is positive throughout $0<x<d/2$. An atom that has crossed to the right is pushed further right until it reaches the well, so there is no recrossing and the reference is the true classical rate of the model.

At 300 K the classical rate is $2.63\times10^3$ s⁻¹ and the full quantum rate is $5.75\times10^2$ s⁻¹, so $\Gamma=0.219$. The harmonic value is 14% below this, and the conclusion stands. The control gives $1.72$ in the full calculation. At the critical quantum for 300 K the full result is $1.03$, so the harmonic boundary is slightly displaced.

The discrepancy should be anharmonic, and this can be tested. Replace $V_0$ by $4V_0$ and $d$ by $2d$. All the harmonic frequencies are unchanged, since they contain $V_0/d^2$. The leading anharmonic terms are proportional to $V_0x^4/d^4$ and $(K_s-K_w)x^2(y^2+z^2)/d^2$, and both fall to a quarter. The difference between the logarithms of the full and harmonic $\Gamma$ falls from $0.148$ to $0.040$, close to the factor of four expected at first order.

The full calculation also shows that tunnelling has not been suppressed. The lowest transverse state at the saddle raises the barrier top to $V_0+\Omega=0.0265$ hartree, and 42% of the flux at 300 K passes at energies below that top. A large tunnelling share is thus compatible with a rate well below the classical one: the share says how the atoms cross, and $\Gamma$ says how many cross compared with classical atoms.

## Temperature and activation energy

The argument expects quantum help to grow on cooling. The full calculation gives $\Gamma=0.371$ at 400 K, $0.219$ at 300 K and $0.087$ at 200 K, so here the slowing grows.

The activation energy $E_a=-d\ln k/d\beta$ shows why. In (2), $\kappa/\beta$ equals $\omega_b/(2\sin a_b)$, and differentiating the logarithms gives

$$E_a=V_0+\sum_j\frac{\Omega_j}{2}\coth\frac{\beta\Omega_j}{2}-\sum_i\frac{\omega_i}{2}\coth\frac{\beta\omega_i}{2}+\frac{\omega_b}{2}\cot a_b .$$

The hyperbolic terms are mean oscillator energies. The last term would be $k_BT$ for a classical atom. Tunnelling makes it smaller than that at every temperature above $T_c$, which is how tunnelling flattens an Arrhenius plot. At 300 K, $a_b=1.29$ and the term is $0.00036$ hartree, against $k_BT=0.00095$ hartree. The transverse modes at the saddle outweigh this reduction. The full calculation gives $E_a=0.0220$ hartree against $0.0201$ classically. An activation energy above the classical one means that the quantum rate falls faster on cooling.

## The isotope test

At fixed force constants every frequency scales as $m^{-1/2}$, so $k_{\rm cl}$ does too, and

$$\frac{k_H}{k_D}=\sqrt{\frac{m_D}{m_H}}\;\frac{\Gamma_H}{\Gamma_D}.$$

The square root is $\sqrt{3671.48/1837.15}=1.414$. The argument expects a ratio above this. In the high-temperature limit (5) gives $\ln\Gamma_D=(m_H/m_D)\ln\Gamma_H$, so a negative $\ln\Gamma_H$ is roughly halved for deuterium and the ratio lies below 1.414.

At 300 K the harmonic ratio is $0.72$ and the full one is $0.78$. Deuterium hops faster than hydrogen, by a factor of about 1.28, although it is heavier and tunnels less. Within the assumptions made here, a ratio below 1.414 shows that $\Gamma_H<\Gamma_D$. It need not fall below one to reveal the transverse modes at work.

## Where the argument recovers

The slowing cannot continue to zero temperature in this model. The classical rate vanishes as $e^{-\beta V_0}$, whereas an atom in the ground level $E_0$ of the well can still tunnel. A rough estimate of that rate is the attempt frequency times the transmission,

$$k_0\approx\frac{\omega_b}{2\pi}N(E_0),$$

provided that successive attempts are incoherent. Here $E_0=0.00436$ hartree and $\ln N(E_0)=-64.6$. The semiclassical value is $-2\int\sqrt{2m(V_{\rm ad}-E_0)}\,dx=-65.0$, taken over the region where $V_{\rm ad}>E_0$. The effective barrier $V_{\rm ad}(x)=V_0c+\sqrt{K(x)/m}$ includes the transverse zero-point energy along the path.

The estimate is $k_0\approx1.4\times10^{-15}$ s⁻¹, and the classical rate drops to this value near 100 K. Tunnelling from excited levels, left out of $k_0$, moves the crossing upwards. Integrating (1) from $E_0$ upwards includes it and puts the crossing near 110 K, where both rates are about $4\times10^{-13}$ s⁻¹. Below that temperature the classical rate is the smaller one. For these parameters the recovery has little practical weight, since such a rate means one hop in more than $10^{12}$ s. A lower or narrower barrier would bring larger rates at the crossing.

The harmonic formula cannot locate this crossing. It rises above one just above $T_c$ because $\sin a_b$ goes to zero there, which is the failure of the parabola noted under (3).

The rigid lattice is the other limit of the analysis. If neighbouring atoms move during the hop, their modes enter the products in (4) as well, and a distorted lattice around the occupied site reduces tunnelling between ground levels. Neither effect is in the numbers above.

## What the argument should claim

The statement that a classical rate is a lower bound should be withdrawn. To decide whether a given hop is slowed or speeded, the authors need the three frequencies in the well, the two transverse frequencies at the saddle and the curvature of the barrier top along the path. With these, equation (4) gives an estimate of $\Gamma$ for a high barrier in a nearly rigid lattice, at temperatures well above $T_c$. If neighbouring atoms take part in the hop, their modes in the well and at the saddle are needed too. An estimate close to one does not settle whether the hop is slowed or speeded. Quoting a tunnelling factor alone, or a zero-point corrected barrier alone, leaves out part of $\Gamma$.

## Numbers as computed

```
hydrogen mass: 1837.15 m_e
deuterium mass: 3671.48 m_e
classical barrier V0: 0.0200 hartree
hop length d: 6.0 bohr
transverse quantum, well: 0.0030 hartree
transverse quantum, stiff saddle: 0.0065 hartree
path quantum, well and |saddle|: 0.002443 hartree
kT at 300 K: 0.000950 hartree
harmonic crossover temperature T_c: 122.8 K
Laplacian of V, well: 0.04403 hartree/bohr^2
Laplacian of V, saddle: 0.14427 hartree/bohr^2
ln Gamma at 5000 K, Laplacian law: -0.00907
ln Gamma at 5000 K, harmonic formula: -0.00905
zero-point shift of barrier: 0.002278 hartree
zero-point corrected barrier: 0.022278 hartree
Boltzmann factor of shift, 300 K: 0.0909
tunnelling factor, 300 K: 1.3399
path-mode well factor, 300 K: 1.2993
transverse factor, 300 K: 0.1083
Gamma at 200 K: harmonic 0.0660, full quantum 0.0870
Gamma at 300 K: harmonic 0.1886, full quantum 0.2188
Gamma at 400 K: harmonic 0.3359, full quantum 0.3709
classical rate, 300 K: 2.6260e+03 s^-1
full quantum rate, 300 K: 5.7452e+02 s^-1
flux share below lowest adiabatic top, 300 K: 0.423
activation energy, classical, 300 K: 0.02005 hartree
activation energy, full quantum, 300 K: 0.02203 hartree
equal-quanta control Gamma, 300 K, harmonic: 1.7408
equal-quanta control Gamma, 300 K, full: 1.7196
critical saddle quantum, 300 K: 0.00403 hartree
critical saddle quantum, high-T law: 0.00387 hartree
full Gamma at 300 K critical quantum: 1.0320
wide barrier (4 V0, 2 d) Gamma, harmonic: 0.1886
wide barrier (4 V0, 2 d) Gamma, full: 0.1963
|ln(full/harmonic)|, base barrier: 0.1484
|ln(full/harmonic)|, wide barrier: 0.0401
k_H/k_D at 300 K, classical: 1.4137
k_H/k_D at 300 K, harmonic: 0.7206
k_H/k_D at 300 K, full quantum: 0.7818
ground level in well E0: 0.004355 hartree
ln transmission at E0, full: -64.53
ln transmission at E0, WKB: -64.96
ground-state tunnelling rate estimate: 1.52e-15 s^-1
classical rate equals that estimate at: 100.2 K
```
